# Ion-Neutral Synergy and the Harmonic Etch-Rate Law from a Site Balance

## Definitions and conventions

A flat solid surface is exposed to reactive neutral radicals and to energetic ions. The radicals bind to surface atoms, and ion impacts release the bound radicals together with substrate atoms as a volatile product. The following quantities describe the process.

- $\sigma$ is the number of adsorption sites per area, and $\theta$ is the fraction of them that hold a radical.
- $\Gamma_n$ and $\Gamma_i$ are the fluxes of radicals and ions, in particles per area and time.
- $s$ is the probability that a radical sticks when it strikes an empty site.
- $Y$ is the mean number of substrate atoms removed per ion from a fully covered surface.
- $\nu$ is the number of radicals that leave with each removed substrate atom.
- $n$ is the number of substrate atoms per volume.
- $R$ is the number of substrate atoms removed per area and time, and $v=R/n$ is the speed at which the surface recedes.

The algebra is in atomic units: lengths in bohr, energies in hartree, times in $\hbar$ per hartree. Numerical values are given in eV, angstrom and seconds. Two combinations occur throughout:

$$a=s\Gamma_n,\qquad b=Y\Gamma_i. \tag{1}$$

Here $a$ is the rate per area at which an empty surface would take up radicals, and $b$ is the rate per area at which a full surface would lose substrate atoms.

The yield depends on the ion energy $E$. For the numerical work we take the model

$$Y(E)=A\left(\sqrt{E}-\sqrt{E_{\rm th}}\right)\quad (E>E_{\rm th}),\qquad Y=0\quad (E\le E_{\rm th}), \tag{2}$$

with a threshold $E_{\rm th}$ and a constant $A$ of dimension energy$^{-1/2}$. The site balance does not depend on this choice.

## The site balance

Radicals arrive at random positions. A fraction $1-\theta$ of them meets an empty site, and of these a fraction $s$ sticks. Radicals that meet a filled site are assumed to return to the gas. The gain per area and time is therefore $a(1-\theta)$.

An ion also strikes at random. With probability $\theta$ it meets a filled site, and it then removes $Y$ substrate atoms on average; in the simplest model a strike on an empty site removes nothing. The mean removal per ion is $Y\theta$, so that

$$R=b\,\theta . \tag{3}$$

Each removed atom takes $\nu$ radicals with it, so radicals are lost at the rate $\nu b\theta$. The balance is

$$\sigma\frac{d\theta}{dt}=a(1-\theta)-\nu b\,\theta . \tag{4}$$

Four further assumptions are contained in this equation. Removing an atom exposes a fresh one, so $\sigma$ stays constant as the surface recedes. A struck filled site always finds enough radicals within reach to form its product, so the mean removal depends on $\theta$ alone and not on how the filled sites are arranged. Product does not return to the surface. Finally, radicals leave in the product and in no other way.

To solve (4), collect the terms in $\theta$:

$$\sigma\frac{d\theta}{dt}=a-(a+\nu b)\theta=-(a+\nu b)(\theta-\theta_s),\qquad \theta_s=\frac{a}{a+\nu b}. \tag{5}$$

The deviation $\theta-\theta_s$ thus decays at a constant relative rate, and

$$\theta(t)=\theta_s+\left[\theta(0)-\theta_s\right]e^{-t/\tau},\qquad \tau=\frac{\sigma}{a+\nu b}. \tag{6}$$

For times much longer than $\tau$ the surface is in its steady state, whatever its initial coverage.

## The harmonic sum

Inserting $\theta_s$ from (5) into (3) gives the steady removal rate

$$R=\frac{ab}{a+\nu b}. \tag{7}$$

Its reciprocal separates into two terms:

$$\frac1R=\frac{a+\nu b}{ab}=\frac1b+\frac{\nu}{a}
=\frac{1}{Y\Gamma_i}+\frac{\nu}{s\Gamma_n}. \tag{8}$$

This is the harmonic-sum law. The first term contains the ions alone and the second the radicals alone.

The history of a single site explains why reciprocals add. An empty site is filled at the rate $a/\sigma$, so it waits a mean time $\sigma/a$. The filled sites, $\sigma\theta$ per area, together lose $\nu b\theta$ radicals per area and time, so each is emptied at the rate $\nu b/\sigma$ and waits a mean time $\sigma/(\nu b)$. The two waits follow one another, and a full cycle lasts

$$T=\frac{\sigma}{a}+\frac{\sigma}{\nu b}. \tag{9}$$

Each cycle of one site supplies one radical, which is the share of $1/\nu$ substrate atom. With $\sigma$ sites per area, $R=\sigma/(\nu T)$, and hence $1/R=\nu T/\sigma=\nu/a+1/b$, in agreement with (8). Waiting times in series add, and the longer one sets the pace.

### Two limits and a bound

If radicals are plentiful, $a\gg\nu b$, then $\theta_s\to1$ and

$$R\to b=Y\Gamma_i . \tag{10}$$

This is the ion limit: every ion finds a prepared surface. If ions are plentiful, $\nu b\gg a$, then $\theta_s\to0$ and

$$R\to\frac{a}{\nu}=\frac{s\Gamma_n}{\nu}. \tag{11}$$

This is the radical limit: nearly every arriving radical finds an empty site, and $\nu$ of them that stick remove one atom. The ion energy has dropped out. This limit relies strongly on the assumption that a struck filled site finds enough radicals within reach. As filled sites become sparse, a neighbourhood of fixed size eventually holds too few of them whenever a strike needs more than the one radical it hits, as it does if $\nu>1$ or $Y>1$. Strikes then remove less than (3) states, so the radical balance $a(1-\theta)=\nu R$ gives a coverage above $\theta_s$ and a rate below that of the model.

Between the limits, let $m$ be the smaller and $M$ the larger of $b$ and $a/\nu$. Equation (8) gives

$$R=\frac{mM}{m+M}=\frac{m}{1+m/M}. \tag{12}$$

For positive fluxes $0<m/M\le1$, so the denominator lies above 1 and does not exceed 2:

$$\frac m2\le R<m . \tag{13}$$

The smaller limiting rate therefore fixes $R$ to within a factor of two. The lower bound is reached when $b=a/\nu$, that is, at the flux ratio

$$\left(\frac{\Gamma_n}{\Gamma_i}\right)_{c}=\frac{\nu Y}{s}, \tag{14}$$

where (5) gives $\theta_s=1/2$. Since $Y$ grows with energy, so does this crossover ratio: more energetic ions need more radicals to remain in the ion limit.

### Coverage as a measure of control

Take the logarithm of (7), $\ln R=\ln a+\ln b-\ln(a+\nu b)$, and differentiate. At fixed $Y$, $s$ and $\nu$, changes of $\ln\Gamma_i$ and $\ln b$ are equal, as are those of $\ln\Gamma_n$ and $\ln a$. Hence

$$\frac{\partial\ln R}{\partial\ln\Gamma_i}=1-\frac{\nu b}{a+\nu b}=\theta_s,\qquad
\frac{\partial\ln R}{\partial\ln\Gamma_n}=1-\frac{a}{a+\nu b}=1-\theta_s. \tag{15}$$

The coverage is the share of control held by the ion flux, and the empty fraction is the share held by the radical flux. The shares add to one because scaling both fluxes by a common factor scales $R$ by that factor.

The ion energy enters through $Y$. At fixed fluxes, with $s$ and $\nu$ independent of energy, the chain rule and (2) give, above threshold,

$$\frac{d\ln R}{d\ln E}=\theta_s\frac{d\ln Y}{d\ln E}
=\theta_s\,\frac{\sqrt E}{2(\sqrt E-\sqrt{E_{\rm th}})}. \tag{16}$$

The factor $\theta_s$ weakens the effect of energy as the surface becomes starved of radicals.

## Synergy

Let the gain $G$ be the steady rate with both fluxes, minus the sum of the steady rates with each flux alone. In the model (4) both separate rates vanish. Without ions, $b=0$ and (3) gives $R=0$. Without radicals, $a=0$, the coverage falls to zero, and so does $R$. The gain is then the whole rate, $G=R>0$.

The statement about ions alone concerns the steady state. If the radicals are switched off at coverage $\theta(0)$, equation (6) with $a=0$ gives $\theta(t)=\theta(0)e^{-\nu bt/\sigma}$, and the ions still remove

$$\int_0^\infty b\,\theta(t)\,dt=b\,\theta(0)\frac{\sigma}{\nu b}=\frac{\sigma\theta(0)}{\nu} \tag{17}$$

atoms per area. This finite dose is set by the stored radicals. It is an upper bound if the last, sparse radicals are out of reach of one another and remain on the surface. A higher ion flux delivers it sooner but does not enlarge it.

### Background etching

Real surfaces may also etch without the partner species. Let filled sites react spontaneously, removing $k\theta$ substrate atoms per area and time, again with $\nu$ radicals per atom. Let ions sputter bare sites with yield $Y_0$, removing $Y_0\Gamma_i(1-\theta)$. Sputtering a bare atom exposes another bare atom and leaves the coverage unchanged. In the balance, $b$ is therefore replaced by $b+k$:

$$\theta=\frac{a}{a+\nu(b+k)},\qquad R=(b+k)\theta+Y_0\Gamma_i(1-\theta). \tag{18}$$

If $Y_0=0$, the rate is still a harmonic sum, with $b+k$ in place of $b$, but it no longer vanishes without ions. If $Y_0>0$, the rate tends to $Y_0\Gamma_i$ instead of zero as $a\to0$, and (8) fails there.

With ions alone $\theta=0$, and the rate is $Y_0\Gamma_i$. With radicals alone the rate is $k\theta_0$, where

$$\theta_0=\frac{a}{a+\nu k} \tag{19}$$

is the coverage without ions. Subtracting both from (18), the terms $Y_0\Gamma_i$ cancel apart from the part proportional to $\theta$:

$$G=(b+k)\theta-k\theta_0-Y_0\Gamma_i\theta . \tag{20}$$

Put the first two terms over a common denominator:

$$(b+k)\theta-k\theta_0=a\,\frac{(b+k)(a+\nu k)-k\left[a+\nu(b+k)\right]}{\left[a+\nu(b+k)\right](a+\nu k)}. \tag{21}$$

The numerator of the fraction is $ab+ak+\nu k(b+k)-ak-\nu k(b+k)=ab$. The right side is then $a^2b$ divided by the two brackets, which is $b\,\theta\,\theta_0$. With $b=Y\Gamma_i$,

$$G=\theta\,\Gamma_i\left(Y\theta_0-Y_0\right). \tag{22}$$

For positive fluxes the gain is positive if and only if $Y\theta_0>Y_0$. Inserting (19) and solving for $k$ (with $Y_0>0$) turns this into

$$k<\frac a\nu\left(\frac{Y}{Y_0}-1\right). \tag{23}$$

Synergy is therefore not automatic. It requires that radicals raise the yield per ion, $Y>Y_0$, and that spontaneous etching alone leaves a coverage $\theta_0$ larger than $Y_0/Y$. The ion flux affects the size of the gain but not its sign. When $Y_0=0$, the gain $b\theta\theta_0$ is positive for every finite $k$.

## The role of linear removal

With uptake proportional to $1-\theta$, the harmonic form rests on removal proportional to $\theta$. Suppose instead that an ion removes material where two independent radicals are present, so that $R=b\theta^2$. The steady balance becomes

$$a(1-\theta)=\nu b\,\theta^2 . \tag{24}$$

For $a\gg\nu b$ we have $1-\theta=\nu b\theta^2/a\le\nu b/a\to0$, hence $R\to b$. For $\nu b\gg a$ we have $\theta^2=a(1-\theta)/(\nu b)\le a/(\nu b)\to0$, and by (24) $R=a(1-\theta)/\nu\to a/\nu$. Both limits are the same as before.

The passage between them is different. At $a=\nu b$, (24) reads $\theta^2+\theta-1=0$. Its positive root is $\theta=(\sqrt5-1)/2$, and

$$\frac Rb=\theta^2=1-\theta=\frac{3-\sqrt5}{2}\approx0.382, \tag{25}$$

whereas the linear law gives $1/2$. Observing the two limits does not establish the harmonic law.

A sharper check follows from (8). If the ion flux is varied at fixed ion energy and radical flux, a plot of $1/R$ against $1/\Gamma_i$ is a straight line with slope $1/Y$ and intercept $\nu/(s\Gamma_n)$. With known fluxes this yields $Y$ and the ratio $s/\nu$, but not $s$ and $\nu$ separately, provided radicals leave in the product alone. A straight line does not prove that proviso. If radicals also desorb at a rate $d\,\theta$, the line stays straight but its slope becomes $(1+d/a)/Y$. If ions also knock off $Y_d$ radicals per strike on a filled site, it stays straight but its intercept becomes $(\nu+Y_d/Y)/a$. Quadratic removal bends the line. With the parameters used below, the second difference of $1/R$ at $1/\Gamma_i=1,2,3$ Å$^2$ s is $-0.041$ Å$^2$ s, while for linear removal it vanishes within numerical accuracy. A bend does not by itself indicate nonlinear removal: background etching also bends the line. With linear removal, $Y_0=0$ and $k=0.05$ Å$^{-2}$ s$^{-1}$, equation (18) gives a second difference of $-0.055$ Å$^2$ s.

## A worked example

The following round parameters describe a generic solid and no particular material. The fluxes are $\Gamma_i=1$ and $\Gamma_n=20$ Å$^{-2}$ s$^{-1}$, with $s=0.2$ and $\nu=3$. The densities are $\sigma=0.1$ Å$^{-2}$ and $n=0.05$ Å$^{-3}$. The ions have $E=100$ eV, with $E_{\rm th}=16$ eV and $A=0.2$ eV$^{-1/2}$.

The yield is $Y=0.2\,(10-4)=1.2$. In units of Å$^{-2}$ s$^{-1}$, the two limiting rates are

$$b=1.2\times1=1.2,\qquad \frac a\nu=\frac{0.2\times20}{3}=\frac43 .$$

They are nearly equal, so neither species alone controls the process. From (5) and (3),

$$\theta_s=\frac{4}{4+3\times1.2}=0.526,\qquad R=1.2\times0.526=0.632\ \text{Å}^{-2}\,\text{s}^{-1}.$$

The etch speed is $v=R/n=0.632/0.05=12.6$ Å/s, or $5.77\times10^{-16}$ atomic units of velocity. The rate lies between half the smaller limit and that limit, as (13) requires, and it is close to the lower end because the two limits are nearly equal. The crossover ratio is $3\times1.2/0.2=18$, just below the actual ratio of 20.

By (15), a 1% rise in ion flux raises the rate by about 0.53%, and a 1% rise in radical flux by about 0.47%. For the energy, (16) gives $0.526\times10/(2\times6)=0.44$, so 1% more energy raises the rate by about 0.44%.

The response time is $\tau=0.1/7.6$ s $=13$ ms. Starting from a clean surface, the coverage after 10 ms is 0.28, about half its final value. If the radicals are switched off in the steady state, (17) gives $0.1\times0.526/3=0.0175$ atoms per Å$^2$, a depth of 0.35 Å. In steady operation the surface recedes by 12.6 Å in one second, so continued etching depends on continued supply.

### Changing the flux ratio and the energy

At fixed ion flux, raising $\Gamma_n/\Gamma_i$ from 2 to 10 raises the speed from 2.4 to 8.6 Å/s, a factor of 3.6 for five times the radicals. Raising it from 200 to 1000, again a factor of five, changes the speed from 22.0 to 23.6 Å/s, or by 7%. The coverage is then 0.98, and the speed is close to the ion limit $b/n=24$ Å/s.

At the original fluxes, raising the energy from 100 to 400 eV increases the yield from 1.2 to 3.2, a factor of 2.7. The speed rises from 12.6 to 18.8 Å/s, a factor of 1.5. The coverage meanwhile falls from 0.53 to 0.29: each ion could remove more, but finds fewer prepared sites. These values assume a wide reach. At 400 eV a strike needs $\nu Y=9.6$ radicals on average, which at coverage 0.29 occupy about 33 sites, or 330 Å$^2$. If an ion affects a smaller area, the coverage is higher and the speed lower than stated. No increase in energy can carry the speed past the radical limit of 26.7 Å/s in this model. The cap holds only without sputtering of bare sites: a yield $Y_0$ that grows with energy adds the term $Y_0\Gamma_i(1-\theta)$ of (18), which the radical supply does not limit.

### Gain of either sign

Now let bare sites sputter with $Y_0=0.1$, keep the other parameters, and quote rates in Å$^{-2}$ s$^{-1}$. The bound (23) is $k<(4/3)(12-1)=14.7$.

For weak spontaneous etching, $k=0.05$, the rate is 0.694 with both fluxes, 0.100 with ions alone and 0.048 with radicals alone. The gain is 0.545, so most of the rate comes from the joint action. Equation (22) gives the same value, $0.516\,(1.157-0.1)=0.545$.

For strong spontaneous etching, $k=20$, the three rates are 1.3485, 0.1000 and 1.2500. The gain is $-0.0015$: small, but negative. Radicals alone already etch at 94% of the radical limit 1.333, so ions can add little chemical removal. That addition is $b\theta\theta_0=1.2\times0.0592\times0.0625=0.0044$. The radicals meanwhile cover sites that ions would have sputtered bare, which costs $Y_0\Gamma_i\theta=0.0059$. The difference is the negative gain. The combined rate still exceeds either separate rate; it falls short of their sum.

### What the numerical tests cover

The steady law was tested against a simulation of individual random impacts on 2000 sites, which uses no rate equation. At flux ratios 5, 20 and 100, the simulated coverage and the number of atoms removed per ion agree with the formulas to about 1% of the formula values. The simulation takes the radicals for each product from randomly chosen filled sites, beginning with the struck one. It therefore tests the balance for products that can draw radicals from anywhere on the surface. Drawing them from nearby sites does not by itself change (4), because a random strike still meets a filled site with probability $\theta$ and each removed atom still takes $\nu$ radicals. If the neighbourhood is so small that it sometimes holds too few radicals, however, some strikes remove less. The local arrangement then matters, and a single coverage need not suffice.

The bound (13), the sensitivities (15), the dose (17) and the gain (22) were also tested, by numerical solution of the balance equations. The bound was checked for 300 random pairs of $a$ and $b$; the values for the sensitivities, the dose and the gain are listed in the numerical output.

## Values computed for the example and the checks

```
ion flux 1.0, radical flux 20.0 1/(A^2 s)
sticking 0.20, radicals per removed atom 3
site density 0.10 1/A^2, atom density 0.05 1/A^3
ion energy 100 eV, threshold 16 eV
yield slope A 0.20 eV^-1/2, full-coverage yield Y 1.200
radical supply a = s*Gn 4.000 1/(A^2 s)
ion-limited rate b 1.2000 1/(A^2 s)
radical-limited rate a/nu 1.3333 1/(A^2 s)
steady coverage 0.5263
steady removal rate R 0.6316 1/(A^2 s)
response time tau 13.16 ms
crossover flux ratio nu*Y/s 18.00
random-impact simulation: ratio Gn/Gi, coverage sim/formula, atoms per ion sim/formula
      5  0.219 / 0.217   0.259 / 0.261
     20  0.528 / 0.526   0.629 / 0.632
    100  0.848 / 0.847   1.015 / 1.017
coverage 10 ms after start on clean surface 0.2802
atoms removed after radicals are switched off 0.01754 1/A^2
depth removed after radicals are switched off 0.351 A
sensitivity of ln R to ln(ion flux) 0.5263, to ln(radical flux) 0.4737
flux-ratio scan at fixed ion flux: Gn/Gi, coverage, velocity (A/s)
      2  0.100  2.40
     10  0.357  8.57
     20  0.526  12.63
     50  0.735  17.65
    200  0.917  22.02
   1000  0.982  23.58
energy scan at fixed fluxes: E (eV), Y, coverage, velocity (A/s)
    25  0.20  0.870  3.48
    49  0.60  0.690  8.28
   100  1.20  0.526  12.63
   196  2.00  0.400  16.00
   400  3.20  0.294  18.82
radical-limited velocity at these fluxes 26.67 A/s
background case: bare-site sputter yield Y0 0.10; rates in 1/(A^2 s)
  k 0.05: both 0.6935, ions only 0.1000, radicals only 0.0482
    theta0 0.9639, theta 0.5161, Y*theta0 1.1566, gain 0.54536
  k 20.00: both 1.3485, ions only 0.1000, radicals only 1.2500
    theta0 0.0625, theta 0.0592, Y*theta0 0.0750, gain -0.00148
R/b at equal limits: linear removal 0.5000, quadratic 0.3820
second difference of 1/R, quadratic removal -0.0412 A^2 s
etch velocity 12.632 A/s = 5.7739e-16 atomic units
```
